# Why a small T1 does not clear a local multireference site

**The argument under review**

The manuscript concerns one reactive site in a large closed-shell assembly. A coupled-cluster calculation on the whole assembly gives a T1 diagnostic below the customary value 0.02, and the authors conclude that the site has no significant multireference character. Their reasoning has three parts:

1. T1 is normalized by the number of electrons, so it is intensive.
2. An intensive diagnostic has the same value for a site alone and for the site in its surroundings.
3. A small T1 for the assembly therefore clears the site.

They add that, should T1 be doubted, the D1 diagnostic would settle the matter, since it is not affected by surroundings.

The first statement is correct in a definite sense. The second does not follow from it. The remark about D1 mixes two questions: whether a signal is diluted, and whether there is a signal at all.

**What the two diagnostics measure**

Let the reference be a closed-shell determinant $\Phi_0$ with $n$ doubly occupied correlated orbitals, so that $N=2n$ electrons are correlated. Frozen electrons are not counted. With real spatial orbitals, $i$ occupied and $a$ virtual, the singles operator is

$$\hat T_1=\sum_{ia}t_{ia}E_{ai},\qquad E_{ai}=\sum_\sigma a^\dagger_{a\sigma}a_{i\sigma}.$$

The diagnostics are two norms of the matrix $t$:

$$T_1=\frac{\|t\|_F}{\sqrt N}=\sqrt{\frac{\sum_{ia}t_{ia}^2}{N}},\qquad D_1=\sigma_{\max}(t),$$

where $\sigma_{\max}$ is the largest singular value.

Rotating the occupied orbitals among themselves by an orthogonal matrix $O$, and the virtual ones by $V$, changes $t$ into $O^{T}tV$. This leaves all singular values unchanged, and hence also $\|t\|_F^2=\sum_k\sigma_k^2$. Both diagnostics may therefore be analysed in localized orbitals, even if the calculation used delocalized canonical ones.

There are at most $n$ nonzero singular values, so $\|t\|_F^2\le nD_1^2$. Division by $N=2n$ gives

$$T_1\le \frac{D_1}{\sqrt2}.$$

A single electron pair has one singular value and reaches equality. In a larger system T1 can lie far below this bound, because it is a root-mean-square quantity while $D_1$ is a maximum.

**What intensivity does and does not imply**

Take closed-shell units $k$ that do not interact, with $H=\sum_kH_k$, and let the reference be the product of the unit references. If each unit has the wave function $e^{\hat T^{(k)}}\Phi_k$, the assembly has the product of these. Excitation operators commute, so the exponentials combine:

$$\prod_k e^{\hat T^{(k)}}=e^{\sum_k\hat T^{(k)}}.$$

The cluster operator is a sum over units and contains no excitation from one unit to another.

The same holds for CCSD. With $\hat T=\sum_k\hat T^{(k)}$, the transformed Hamiltonian $e^{-\hat T}He^{\hat T}$ is a sum of one-unit operators.

- Projection on an excitation within one unit reproduces that unit's own equation.
- Projection on a double excitation shared by two units vanishes, because each term changes only one unit.
- Projection on a charge transfer vanishes, because each term conserves the electron number of every unit.

The unit amplitudes thus solve the equations of the assembly.

In localized orbitals $t$ is block diagonal. Squared Frobenius norms of blocks add, and $\|t_k\|_F^2=N_kT_{1,k}^2$. The singular values of a block-diagonal matrix are those of its blocks taken together. Hence

$$T_1^2=\frac{\sum_kN_kT_{1,k}^2}{\sum_kN_k},\qquad D_1=\max_kD_{1,k}.$$

The square of T1 is an electron-weighted average. For identical units the average equals the common value, and this is the sense in which T1 is intensive. An average is just what conceals one unusual member of a large population, so the authors' second step fails because T1 is intensive in this way.

Now let a site A with $N_A$ electrons be surrounded by $m$ spectators of $N_S$ electrons each. Call a spectator inert if its singles vanish; it may still have doubles. Only A contributes to the numerator:

$$T_1=T_{1,A}\sqrt{\frac{N_A}{N}}=\frac{T_{1,A}}{\sqrt{1+mN_S/N_A}},\qquad D_1=D_{1,A}.$$

The dependence on the total electron number is $N^{-1/2}$ without approximation. As a function of the number of spectators, the law $m^{-1/2}$ appears only when $mN_S\gg N_A$.

**A site that disappears from T1**

A model makes the effect visible without approximate amplitudes. Each unit is a Hubbard pair: two sites, two electrons, hopping matrix element $-\beta$, repulsion $U$ on each site, and site energies $\pm\Delta/2$. A common shift $-U/2$ of both site energies aligns the units with one another. Energies are given in units of $\beta$.

The active site has $U=10$ and $\Delta=4$. An inert spectator has $U=1$ and $\Delta=0$; its singles vanish by symmetry, as shown below. For each assembly of up to five pairs I solved the restricted Hartree–Fock equations and then the full configuration-interaction problem; values quoted for larger assemblies follow from the averaging formula above. The singles follow by projection. In intermediate normalization the wave function is $\Phi_0+\hat T_1\Phi_0$ plus higher excitations, and $\langle\Phi_0|E_{ia}E_{ai}|\Phi_0\rangle=2$, one for each spin, so

$$t_{ia}=\frac{\langle\Phi_0|E_{ia}|\Psi\rangle}{2\langle\Phi_0|\Psi\rangle}.$$

CCSD is exact for a two-electron unit and, by the additivity above, for separate pairs. These are therefore also the CCSD amplitudes.

The active pair alone has $D_1=0.2081$ and $T_1=D_1/\sqrt2=0.1472$. Its Hartree–Fock determinant has a weight of 0.677 in the normalized wave function. Adding inert pairs gives

| Inert pairs | $N$ | $T_1$ | $D_1$ |
|---:|---:|---:|---:|
| 0 | 2 | 0.1472 | 0.2081 |
| 1 | 4 | 0.1041 | 0.2081 |
| 2 | 6 | 0.0850 | 0.2081 |
| 4 | 10 | 0.0658 | 0.2081 |

With four spectators $N$ has grown fivefold, and T1 has fallen to $0.1472/\sqrt5=0.0658$. Nothing has happened to the active pair.

To bring T1 below 0.02 one needs

$$m+1>\left(\frac{0.14715}{0.02}\right)^2=54.1,$$

so 54 inert pairs suffice. The assembly then has 110 correlated electrons and $T_1=0.0198$. By the authors' criterion the site would now be cleared, although its wave function is the one that gave 0.147.

Three copies of the active pair, in contrast, again give $T_1=0.1472$. Intensivity and dilution are two cases of one averaging formula.

**Surroundings that are not inert**

Dilution towards zero requires spectators without singles. If the spectators have a diagnostic $T_{1,S}\neq0$, the average tends to $T_{1,S}$ as their number grows. Consider polar pairs with $U=4$ and $\Delta=2$, for which $T_1=0.0682$ and $D_1=0.0965$. One active and two polar pairs give

$$T_1=\sqrt{\frac{0.1472^2+2(0.0682)^2}{3}}=0.1016.$$

With 9999 polar pairs the formula gives 0.0682, the value of the surroundings. T1 of a large assembly then reports the electron-weighted root-mean-square value of the surroundings, whether the site is harmless or not.

The maximum rule qualifies the claim about $D_1$ too. $D_1$ keeps the value of the site only if no spectator has a larger one. It also does not reveal how many units share the maximum: three active pairs have the same $D_1$ as one.

A further condition is the absence of interaction. Let a hopping $-w$ connect the active pair to one inert pair. Reversing the sign of both site orbitals of the inert pair leaves its internal Hamiltonian unchanged and turns $w$ into $-w$. Singular values do not depend on such signs, so $D_1$ is an even function of $w$. If the reference and the ground state change smoothly and the largest singular value is not degenerate, then

$$D_1(w)=D_1(0)+\kappa w^2+O(w^4).$$

For a link to the lower-energy site of the active pair, the shift is $2.79\times10^{-4}$ at $w=0.05$ and $1.105\times10^{-3}$ at $w=0.10$. The ratio is 3.96, close to the factor 4 of the quadratic term. The larger shift is 0.5% of $D_1(0)$. With the coupling present, these are singles of the exact wave function and no longer CCSD values. In this model "unchanged" is thus a good approximation at weak coupling, though the size of the shift depends on how the levels of the two units are aligned: lowering both site energies of the inert pair by $\beta$ raises it to 2.5% at $w=0.10$. With the original alignment it reaches 10% at $w=0.5$, and nothing here speaks for a strongly bound environment.

**Why an undiluted signal may still be absent**

The authors' fallback assumes that a multireference site has large singles. A two-electron unit with one occupied orbital $o$ and one virtual orbital $v$ shows what produces them. Write the singlet spatial function as

$$\Psi(1,2)\propto\sum_{p,q\in\{o,v\}}C_{pq}\,p(1)q(2),\qquad C_{oo}=1.$$

The single excitation gives $tE_{vo}|oo\rangle=t(|vo\rangle+|ov\rangle)$, hence $C_{ov}=C_{vo}=t$. Since $E_{vo}^2|oo\rangle=2|vv\rangle$, the term $\tfrac12\hat T_1^2$ contributes $t^2|vv\rangle$, and $\hat T_2=\tfrac12t_2E_{vo}^2$ contributes $t_2|vv\rangle$. Therefore $C_{vv}=t^2+t_2$.

Now project $H\Psi=E\Psi$ on $o(1)v(2)$. Let $h_{pq}$ be the one-electron matrix elements and $(pq|rs)$ the repulsion between the distributions $pq$ and $rs$. Orthogonality of $o$ and $v$ leaves

$$\langle ov|H|oo\rangle=h_{ov}+(oo|ov),$$
$$\langle ov|H|ov\rangle+\langle ov|H|vo\rangle=h_{oo}+h_{vv}+J+K,$$
$$\langle ov|H|vv\rangle=h_{ov}+(ov|vv)\equiv G,$$

with $J=(oo|vv)$ and $K=(ov|ov)$. The first element is the occupied–virtual element of the closed-shell Fock matrix, $h_{ov}+2(ov|oo)-(oo|ov)$. It vanishes for Hartree–Fock orbitals, which is Brillouin's condition. The projected equation becomes

$$(h_{oo}+h_{vv}+J+K)\,t+G\,C_{vv}=E\,t,$$

$$t=-\frac{G\,C_{vv}}{h_{oo}+h_{vv}+J+K-E},\qquad G=(ov|vv)-(ov|oo).$$

The last form of $G$ uses Brillouin's condition once more, as $h_{ov}=-(ov|oo)$.

In this unit the singles arise from the double excitation through $G$. They respond to the difference between the repulsion that the distribution $ov$ feels from $vv$ and from $oo$. For the active pair $G=-3.116$, $C_{vv}=-0.6251$ and the denominator is 9.359, so

$$t=-\frac{(-3.116)(-0.6251)}{9.359}=-0.208.$$

A large $C_{vv}$ is not enough: $G$ must also differ from zero. Let this two-orbital unit have inversion symmetry, with $o$ even and $v$ odd. Both integrals in $G$ then contain an odd number of odd functions and vanish. With $G=0$ and a nonzero denominator, $t=0$ however large the double excitation is.

The symmetric Hubbard pair shows how large it can be. Its orbitals are the sum and the difference of the two site orbitals, each divided by $\sqrt2$. Apart from the common shift, $h_{oo}=-\beta$ and $h_{vv}=\beta$, while $(oo|oo)=(vv|vv)=(ov|ov)=U/2$. In the basis $|oo\rangle,|vv\rangle$ the Hamiltonian is

$$\begin{pmatrix}-2\beta+U/2&U/2\\U/2&2\beta+U/2\end{pmatrix},\qquad E=\frac U2-\frac12\sqrt{16\beta^2+U^2}.$$

The first row of the eigenvalue equation reads $-2\beta+U/2+(U/2)t_2=E$, and therefore

$$t_2=\frac{4\beta-\sqrt{16\beta^2+U^2}}{U}.$$

For $U\ll\beta$ this is $-U/(8\beta)$, a small correction to one determinant. For $U\gg\beta$ it tends to $-1$, and the two configurations acquire equal weight. The combination $|oo\rangle-|vv\rangle$ then places one electron on each site in a singlet, the standard case of static correlation. Throughout this range $T_1=D_1=0$. The exact zero belongs to the model, which has only one virtual orbital. In a larger basis some virtual orbitals have the same symmetry as $o$, and singles into them are allowed. Stretched H$_2$ then has sizeable $T_1$ and $D_1$: CCSD gives $T_1=0.051$ in cc-pVDZ and $0.058$ in cc-pVTZ at 2.0 Å, and $0.084$ and $0.104$ at 3.0 Å. These values are not converged with the basis, but they lie well above 0.02. The symmetric pair therefore shows that static correlation does not by itself force large singles; it does not describe the diagnostics of a real stretched bond.

At $U=12$ the formula gives $t_2=-0.721$. The reference weight is $1/(1+t_2^2)=0.658$, lower than the 0.677 of the active pair. If this site is placed among two inert pairs that do not interact with it, both diagnostics vanish. This zero is fragile: all singular values are then degenerate, so the quadratic law above does not apply, and a hopping $-w$ to one inert pair gives $D_1\approx0.17|w|$ at small $w$, while the correlation of the site hardly changes. Among two polar pairs $D_1=0.0965$, which comes entirely from the polar pairs. The most strongly correlated unit is silent, and the number reported belongs to its neighbours.

**A large value can also mislead**

Take $U=\Delta=0$, so that the exact state is the single determinant $o(1)o(2)$. Describe it from a reference whose orbitals are rotated by an angle $\theta$:

$$o'=\cos\theta\,o+\sin\theta\,v,\qquad v'=-\sin\theta\,o+\cos\theta\,v.$$

Inversion gives $o=\cos\theta\,(o'-\tan\theta\,v')$, and the state is

$$o(1)o(2)=\cos^2\theta\,[o'(1)-\tan\theta\,v'(1)]\,[o'(2)-\tan\theta\,v'(2)].$$

Comparison with the coefficients above gives $t=-\tan\theta$ and $C_{vv}=\tan^2\theta=t^2$, so $t_2=0$. For $\theta=0.2$ rad, $D_1=0.203$, nearly the value of the active pair, without any correlation. The reference here is not a Hartree–Fock determinant, so the formula based on Brillouin's condition does not apply. The singles simply repair the orbitals. A large $D_1$ signals a need for orbital relaxation, which may or may not accompany static correlation.

**A more suitable local quantity**

The natural occupation numbers are the eigenvalues of $\gamma_{pq}=\langle E_{pq}\rangle$. For separate units $\gamma$ is block diagonal, so the occupations of the assembly are those of the units taken together. Spectators add entries to the list but do not rescale existing ones.

For a pair with normalized symmetric coefficient matrix $C$, $\gamma=2CC^T$, and the occupations are twice the squared eigenvalues of $C$. They add up to 2, so each pair has one occupation of at least 1 and one of at most 1. Let $n_w$ be the largest of the weak occupations in the assembly. In the symmetric pair

$$n_w=\frac{2t_2^2}{1+t_2^2},$$

which rises from 0 to 1 as $U/\beta$ grows. The examples give 0.030 for the inert pair, 0.574 for the active pair and 0.684 for the symmetric pair at $U=12$. The value 0.574 persists when inert pairs are added, and 0.684 persists among the polar pairs. For the rotated determinant $n_w=0$, as it should be, since natural occupations depend on the state and not on the reference.

This quantity has limits as well. Like $D_1$, it is a maximum and does not count the affected sites. It is also only as good as the wave function that supplies $\gamma$. Nor does it measure the error of a coupled-cluster calculation: CCSD is exact for every separate pair considered here, including those with $n_w$ above 0.5. In units with more electrons the truncation matters, and its error must be examined separately.

**Requested changes**

The conclusion that the site is single-reference should be withdrawn, since the T1 value of the assembly does not support it. The authors should compute $D_1$ for a fragment containing the site and check whether the value is stable when the fragment is enlarged. If it keeps changing, it cannot be assigned to the site. T1 is unsuitable for this test: adding units with a different T1 changes it by averaging alone, even when the site itself is unchanged. They should report $D_1$ together with the orbitals that carry the largest singular value, because the maximum may belong to the surroundings. They should also give the natural occupations of the site from a method able to describe near-degeneracy. A small $D_1$ would then show that the singles are small throughout the fragment, and the occupations would address the question the manuscript set out to answer.
